# Why Real-Space Grids Exert False Forces on a Shifted Crystal: a program that tests the result

```python
"""Egg-box error of a real-space grid, tested on a 1D Kohn-Sham model.

Result under test: a rigid crystal shift s changes the discretized energy
with period h (grid spacing). The variation and its false force come from
Fourier components of the energy integrand at multiples of K = 2 pi / h.
Hartree atomic units. CELL: lattice period; N: odd number of grid points;
ion = (position, well depth, Gaussian width); four electrons per cell.
Interaction: LAM*exp(-KAPPA*|x|). Local term: -CXC*n**(4/3).
"""
import numpy as np
from scipy.constants import physical_constants as pc

CELL, LAM, KAPPA, CXC = 8.0, 0.5, 1.0, 0.3
B = 2 * np.pi / CELL
SOFT = (0.0, 1.5, 0.6)
SHARP = (CELL / 2, 2.5, 0.4)
IONS = (SOFT, SHARP)
TWINS = ((0.0, 2.5, 0.4), SHARP)
STENCIL = np.array([-205 / 72, 8 / 5, -1 / 5, 8 / 315, -1 / 560])
HA_EV = pc["Hartree energy in eV"][0]
BOHR_A = pc["Bohr radius"][0] * 1e10


def well(y, ion, slope=False):
    """Periodic Gaussian well, or its derivative with respect to y."""
    pos, depth, width = ion
    d = (y - pos + CELL / 2) % CELL - CELL / 2
    total = np.zeros_like(d)
    for image in range(-2, 3):
        z = d + image * CELL
        g = depth * np.exp(-z**2 / (2 * width**2))
        total += g * z / width**2 if slope else -g
    return total


def external(y, ions):
    return sum(well(y, ion) for ion in ions)


def interaction(g):
    return 2 * LAM * KAPPA / (KAPPA**2 + g**2)


def hartree(n, dx):
    g = 2 * np.pi * np.fft.fftfreq(len(n), d=dx)
    return np.fft.ifft(interaction(g) * np.fft.fft(n)).real


def k_list(nk):
    """Half of a uniform mesh; time reversal supplies the other half."""
    return (np.arange(nk) + 0.5) / (2 * nk) * B


def scf(kinetics, basis, v, dx):
    """Minimize the discretized energy; basis maps coefficients to points."""
    n = np.full(len(v), 4 / CELL)
    nk = len(kinetics)
    for _ in range(500):
        veff = v + hartree(n, dx) - 4 / 3 * CXC * np.cbrt(n)
        pot = basis.conj().T @ (veff[:, None] * basis)
        new, band, orbitals = np.zeros(len(v)), 0.0, []
        top, bottom = -np.inf, np.inf
        for kin in kinetics:
            eps, c = np.linalg.eigh(kin + pot)
            u = basis @ c[:, :2]
            orbitals.append(u)
            new += 2 / nk * np.sum(abs(u)**2, axis=1) / dx
            band += 2 / nk * eps[:2].sum()
            top, bottom = max(top, eps[1]), min(bottom, eps[2])
        change = np.max(abs(new - n))
        if change < 1e-11:
            break
        n = n + 0.7 * (new - n)
    else:
        raise RuntimeError("self-consistency not reached")
    density_terms = (v * new + 0.5 * hartree(new, dx) * new
                     - CXC * new**(4 / 3))
    energy = band - dx * np.sum(veff * new) + dx * np.sum(density_terms)
    return dict(E=energy, n=new, u=orbitals, gap=bottom - top)


def real_space(npts, shift, ions=IONS, nk=2):
    """Finite-difference solver: fixed grid, shifted ions."""
    h = CELL / npts
    x = h * np.arange(npts)
    rows = np.arange(npts)
    kinetics = []
    for k in k_list(nk):
        t = np.zeros((npts, npts), complex)
        for p in range(-4, 5):
            value = -STENCIL[abs(p)] / (2 * h**2) * np.exp(1j * k * p * h)
            t[rows, (rows + p) % npts] += value
        kinetics.append(t)
    out = scf(kinetics, np.eye(npts), external(x - shift, ions), h)
    out["F"] = np.array([h * np.sum(out["n"] * well(x - shift, i, True))
                         for i in ions])
    return out


def plane_wave(npts, shift, over, ions=IONS):
    """Same orbital space in the crystal frame, 'over' times more points."""
    h, total = CELL / npts, npts * over
    dx = CELL / total
    y = dx * np.arange(total) - shift
    m = np.arange(npts) - (npts - 1) // 2
    basis = np.exp(1j * B * np.outer(y, m)) / np.sqrt(total)
    kinetics = []
    for k in k_list(2):
        q = k + m * B
        symbol = STENCIL[0] + 2 * sum(
            STENCIL[p] * np.cos(q * p * h) for p in range(1, 5))
        kinetics.append(np.diag(-symbol / (2 * h**2)))
    out = scf(kinetics, basis, external(y, ions), dx)
    out["F"] = np.array([dx * np.sum(out["n"] * well(y, i, True))
                         for i in ions])
    return out


def aliased_force(npts, shift, ions, orbitals):
    """Net force from aliased components only: external, Hartree, xc."""
    h = CELL / npts
    kgrid = 2 * np.pi / h
    x = h * np.arange(npts)
    m = np.arange(npts) - (npts - 1) // 2
    y = CELL * np.arange(16 * npts) / (16 * npts)
    to_coeff = np.exp(-1j * B * np.outer(m, x)) / npts
    to_fine = np.exp(1j * B * np.outer(y + shift, m))
    n = np.zeros(len(y))
    for u in orbitals:
        fine = to_fine @ (to_coeff @ u)
        n += 2 / len(orbitals) * np.sum(abs(fine)**2, axis=1) / h

    def component(f, g):
        return np.mean(f * np.exp(-1j * g * y))

    def local_force(f):
        total = 0
        for j in (-3, -2, -1, 1, 2, 3):
            total += (1j * j * kgrid * component(f, j * kgrid)
                      * np.exp(-1j * j * kgrid * shift))
        return CELL * total.real

    f_hartree = 0.0
    for g in m * B:
        folded, slope = 0, 0
        for j in (-1, 0, 1):
            term = (component(n, g + j * kgrid)
                    * np.exp(-1j * j * kgrid * shift))
            folded += term
            slope += -1j * j * kgrid * term
        f_hartree -= CELL * interaction(g) * (np.conj(folded) * slope).real
    return np.array([local_force(n * external(y, ions)), f_hartree,
                     local_force(-CXC * n**(4 / 3))])


# Main grid: energy over one grid period.
N = 21
H = CELL / N
K = 2 * np.pi / H
fractions = np.array([0, 0.25, 0.5, 0.75, 1.0])
runs = [real_space(N, f * H) for f in fractions]
energies = np.array([r["E"] for r in runs])
amp = (energies[0] - energies[2]) / 2
quarter = runs[1]
net = quarter["F"].sum()
assert min(r["gap"] for r in runs) > 0.05
assert abs(energies[4] - energies[0]) < 1e-10
assert abs(amp) > 1e-7

# Net force against differentiated energies and the aliased formula.
# A generic shift is used as well, where no symmetry helps.
for s in (0.25 * H, 0.13 * H):
    d = 1e-3
    e = [real_space(N, s + j * d)["E"] for j in (-2, -1, 1, 2)]
    numeric = -(e[0] - 8 * e[1] + 8 * e[2] - e[3]) / (12 * d)
    here = real_space(N, s)
    parts_here = aliased_force(N, s, IONS, here["u"])
    assert abs(numeric - here["F"].sum()) < 1e-5 * abs(net)
    assert abs(numeric - parts_here.sum()) < 1e-5 * abs(net)
    if s == 0.25 * H:
        numeric_quarter, parts = numeric, parts_here
assert abs(net - K * amp) < 0.05 * abs(net)

# Same orbital space: equal sampling reproduces the ripple, finer cures it.
for s in (0, 0.13 * H, 0.5 * H):
    assert abs(plane_wave(N, s, 1)["E"] - real_space(N, s)["E"]) < 1e-9
fine_runs = [plane_wave(N, f * H, 3) for f in (0, 0.25, 0.5)]
fine_amp = (fine_runs[0]["E"] - fine_runs[2]["E"]) / 2
fine_force = np.max(abs(fine_runs[1]["F"]))
assert abs(fine_amp) < 1e-3 * abs(amp)
assert fine_force < 1e-3 * np.max(abs(quarter["F"]))

# Ripple against grid spacing.
amps = {}
for npts in (17, 21, 25):
    step = CELL / npts
    amps[npts] = (real_space(npts, 0)["E"]
                  - real_space(npts, step / 2)["E"]) / 2
assert abs(amps[17]) > abs(amps[21]) > abs(amps[25])

# Mean subtraction leaves a relative force; twins hide it in the net force.
left = quarter["F"] - quarter["F"].mean()
assert np.max(abs(left)) > 0.1 * abs(net)
twin = real_space(N, H / 4, TWINS)["F"]
assert abs(twin.sum()) < 1e-5 * np.max(abs(twin))
assert np.max(abs(twin)) > 1e-6

# A fully resolved density whose nonlinear energy still has a ripple.
small_n = 9
small_h = CELL / small_n
sums = []
for s in (0, small_h / 2):
    y = small_h * np.arange(small_n) - s
    n = 0.5 * (1 + 0.9 * np.cos(B * y))
    sums.append([small_h * n.sum(),
                 small_h / 2 * np.sum(n * hartree(n, small_h)),
                 -CXC * small_h * np.sum(n**(4 / 3))])
resolved = np.array(sums[0]) - np.array(sums[1])
assert np.max(abs(resolved[:2])) < 1e-12
assert abs(resolved[2]) > 1e-7

# Errors that the ripple does not reveal.
reference = real_space(61, 0)["E"]
constant_error = energies[:4].mean() - reference
dense_amp = (real_space(N, 0, nk=4)["E"]
             - real_space(N, H / 2, nk=4)["E"]) / 2
assert abs(dense_amp - amp) < 0.05 * abs(amp)

force_unit = HA_EV / BOHR_A
print(f"cell length a = {CELL:.1f} bohr; electrons per cell = 4")
for name, ion in zip(("soft", "sharp"), IONS):
    print(f"{name} ion: position {ion[0]:.1f} bohr, "
          f"depth {ion[1]:.1f} Ha, width {ion[2]:.1f} bohr")
print(f"interaction: strength {LAM} Ha, inverse range {KAPPA} 1/bohr")
print(f"local term coefficient C = {CXC} Ha bohr^(1/3)")
print(f"main grid N = {N}; spacing h = {H:.5f} bohr")
print(f"grid wavevector K = {K:.4f} 1/bohr")
print(f"smallest band gap on the k mesh = {quarter['gap']:.4f} Ha")
print(f"energy at s = 0: {energies[0]:.8f} Ha per cell")
for f, e in zip(fractions, energies):
    print(f"E(s)-E(0) at s/h = {f:.2f}: {(e-energies[0])*1e6:.4f} microHa")
print(f"ripple amplitude A = {amp*1e6:.4f} microHa")
print(f"ripple amplitude A = {amp*HA_EV*1e3:.5f} meV")
print("forces at s = h/4, unit 1e-6 Ha/bohr:")
print(f"  from energy differences, net = {numeric_quarter*1e6:.4f}")
print(f"  from fixed grid density, net = {net*1e6:.4f}")
print(f"  from aliased components, net = {parts.sum()*1e6:.4f}")
print(f"  one-harmonic estimate K*A = {K*amp*1e6:.4f}")
for name, value in zip(("external", "Hartree", "xc"), parts):
    print(f"  aliased {name} part = {value*1e6:.4f}")
for name, value, rest in zip(("soft", "sharp"), quarter["F"], left):
    print(f"  {name} ion = {value*1e6:.4f}; "
          f"after mean subtraction = {rest*1e6:.4f}")
print(f"net false force = {net*force_unit:.6f} eV/angstrom")
print(f"sharp ion after subtraction = {left[1]*force_unit:.6f} eV/angstrom")
for npts, value in amps.items():
    print(f"N = {npts}, h = {CELL/npts:.4f} bohr: "
          f"A = {value*1e6:.5f} microHa")
print(f"threefold sampling: A = {fine_amp*1e6:.2e} microHa")
print(f"threefold sampling: largest ion force = {fine_force:.2e} Ha/bohr")
print(f"identical ions, s = h/4: forces = {twin[0]*1e6:.4f}, "
      f"{twin[1]*1e6:.4f} microHa/bohr")
print(f"identical ions: net force = {twin.sum():.1e} Ha/bohr")
print(f"resolved density, N = {small_n}: change from s = h/2 to s = 0")
print(f"  electron number = {resolved[0]:.1e}")
print(f"  Hartree energy = {resolved[1]:.1e} Ha")
print(f"  local nonlinear energy = {resolved[2]*1e6:.4f} microHa")
print(f"shift-averaged energy error against N = 61: "
      f"{constant_error*1e6:.3f} microHa")
print(f"A with twice the k points = {dense_amp*1e6:.4f} microHa")
print("no test failed")
```

Printed output:

```
cell length a = 8.0 bohr; electrons per cell = 4
soft ion: position 0.0 bohr, depth 1.5 Ha, width 0.6 bohr
sharp ion: position 4.0 bohr, depth 2.5 Ha, width 0.4 bohr
interaction: strength 0.5 Ha, inverse range 1.0 1/bohr
local term coefficient C = 0.3 Ha bohr^(1/3)
main grid N = 21; spacing h = 0.38095 bohr
grid wavevector K = 16.4934 1/bohr
smallest band gap on the k mesh = 0.8392 Ha
energy at s = 0: -3.55861797 Ha per cell
E(s)-E(0) at s/h = 0.00: 0.0000 microHa
E(s)-E(0) at s/h = 0.25: -363.8181 microHa
E(s)-E(0) at s/h = 0.50: -727.5904 microHa
E(s)-E(0) at s/h = 0.75: -363.8181 microHa
E(s)-E(0) at s/h = 1.00: -0.0000 microHa
ripple amplitude A = 363.7952 microHa
ripple amplitude A = 9.89937 meV
forces at s = h/4, unit 1e-6 Ha/bohr:
  from energy differences, net = 6000.2059
  from fixed grid density, net = 6000.2059
  from aliased components, net = 6000.2059
  one-harmonic estimate K*A = 6000.2059
  aliased external part = 6028.3427
  aliased Hartree part = -126.9431
  aliased xc part = 98.8063
  soft ion = 9.7683; after mean subtraction = -2990.3347
  sharp ion = 5990.4376; after mean subtraction = 2990.3347
net false force = 0.308543 eV/angstrom
sharp ion after subtraction = 0.153769 eV/angstrom
N = 17, h = 0.4706 bohr: A = 5631.31830 microHa
N = 21, h = 0.3810 bohr: A = 363.79521 microHa
N = 25, h = 0.3200 bohr: A = 19.07467 microHa
threefold sampling: A = -4.66e-09 microHa
threefold sampling: largest ion force = 2.05e-15 Ha/bohr
identical ions, s = h/4: forces = -5972.2358, 5972.2358 microHa/bohr
identical ions: net force = -4.7e-15 Ha/bohr
resolved density, N = 9: change from s = h/2 to s = 0
  electron number = 0.0e+00
  Hartree energy = 4.4e-16 Ha
  local nonlinear energy = 53.2571 microHa
shift-averaged energy error against N = 61: -815.225 microHa
A with twice the k points = 363.7952 microHa
no test failed
```
